# Induction and dispersion at second order: unique split and sign, part 1

(Sections cited here and not found follow in the second part.)

## First half: an arbitrary coupling

**Q:** I am told that dispersion attracts two molecules in their ground states however they are turned. Yet the interaction of two dipoles changes sign when one of them is reversed. Why should the second-order energy not change sign as well?

**A:** The coupling enters the second-order energy twice, so reversing its sign changes nothing there. That alone does not fix the sign of the energy, so let us derive the expression.

System A has the Hamiltonian $H_A$, eigenstates $|a\rangle$ and excitation energies $\omega_a=E_a-E_{0}$. System B has $H_B$, $|b\rangle$ and $\omega_b$. Both ground states, labelled $0$, are non-degenerate, and the excited levels start at finite gaps $\Delta_A,\Delta_B>0$. Sums over excited states include an integral over any continuum. The two systems are far enough apart for their electrons to be treated as distinguishable, so product states $|ab\rangle=|a\rangle|b\rangle$ can be used without antisymmetrizing between A and B.

The unperturbed Hamiltonian is $H_0=H_A+H_B$, and its ground state $|00\rangle$ has energy $E^{(0)}$. We add a Hermitian coupling $\lambda V$, where $\lambda$ counts orders and is set to one at the end. With $|\psi_1\rangle$ and $|\psi_2\rangle$ chosen orthogonal to $|00\rangle$, the Schrödinger equation reads

$$(H_0+\lambda V)(|00\rangle+\lambda|\psi_1\rangle+\lambda^2|\psi_2\rangle+\dots)=(E^{(0)}+\lambda E_1+\lambda^2E_2+\dots)(|00\rangle+\lambda|\psi_1\rangle+\lambda^2|\psi_2\rangle+\dots).$$

The terms of first and second order are

$$(H_0-E^{(0)})|\psi_1\rangle=(E_1-V)|00\rangle,$$

$$(H_0-E^{(0)})|\psi_2\rangle+V|\psi_1\rangle=E_1|\psi_1\rangle+E_2|00\rangle.$$

Multiply each from the left by $\langle00|$. The terms with $H_0-E^{(0)}$ vanish because $H_0$ acts to the left on its own eigenstate, and $\langle00|\psi_1\rangle=0$. This leaves

$$E_1=\langle00|V|00\rangle,\qquad E_2=\langle00|V|\psi_1\rangle .$$

To solve for $|\psi_1\rangle$, define the reduced resolvent

$$\mathcal R=\sum_{(a,b)\neq(0,0)}\frac{|ab\rangle\langle ab|}{\omega_a+\omega_b},$$

with $\omega_0=0$. It inverts $H_0-E^{(0)}$ on the excited states and gives zero on $|00\rangle$. Applying it to the first-order equation removes the $E_1$ term and gives $|\psi_1\rangle=-\mathcal RV|00\rangle$. Hence

$$E_2[V]=-\langle00|V\mathcal RV|00\rangle=-\sum_{(a,b)\neq(0,0)}\frac{|\langle ab|V|00\rangle|^2}{\omega_a+\omega_b}.$$

The numerators are squared moduli and the denominators are positive, because we started from the lowest level of each system. So $E_2\le0$. I assume that $V|00\rangle$ has a finite norm, which makes the sum finite, since no denominator is smaller than the smaller of the two gaps.

**Q:** That settles the sum. The claim was about dispersion, which is a part of it. A negative number can be cut into a positive and a negative piece. In fact it can be cut in any way one likes, so what can "splits uniquely" mean?

**A:** As a statement about a single number it means nothing. It needs a criterion, and the physical one is this. Part of the interaction can be felt by A when B stays in its unperturbed ground state: it is the average of $V$ over that state. For charges it is the potential of B's undisturbed charge density. The response of A to this average field is called induction, and likewise for B. Dispersion should come from what is left when no average field acts on either system.

In formulas, we look for

$$V=c+v_A+v_B+W,$$

where $c$ is a number, $v_A$ acts on A alone and $v_B$ on B alone. Write $M_B(X)$ for the average of an operator $X$ over the ground state of B. It is still an operator on A, with matrix elements $\langle a|M_B(X)|a'\rangle=\langle a0|X|a'0\rangle$. Define $M_A(X)$ in the same way, with the roles exchanged. The conditions are

$$\langle0|v_A|0\rangle=0,\quad\langle0|v_B|0\rangle=0,\quad M_B(W)=0,\quad M_A(W)=0 .$$

**Q:** You may be asking for too much. Does such a decomposition exist? And if it does, might there be several?

**A:** Suppose one exists, and average it over the ground state of B. The number $c$ and the operator $v_A$ pass through unchanged, $v_B$ averages to zero, and so does $W$. Therefore $M_B(V)=c+v_A$. Averaging this over the ground state of A removes $v_A$ and leaves $c$. The same argument holds with A and B exchanged, so

$$c=\langle00|V|00\rangle,\qquad v_A=M_B(V)-c,\qquad v_B=M_A(V)-c,$$

and $W$ is whatever remains. Every piece is forced, so there is at most one decomposition.

For existence, take these formulas as definitions. The mean of $v_A$ is $\langle00|V|00\rangle-c=0$, and that of $v_B$ vanishes for the same reason. With $W=V-c-v_A-v_B$ we find

$$M_B(W)=M_B(V)-c-v_A-\langle0|v_B|0\rangle=0,$$

and $M_A(W)=0$ follows likewise. So there is one such decomposition and no other.

The conditions on $W$ are needed. The numerical check writes the conditions as linear equations for a system with three states coupled to one with two. There are 50 unknown coefficients, and the equations have rank 50. Without the conditions on the partial means of $W$ the rank drops to 38, and the pieces are no longer determined.

**Q:** You have split the operator. The energy is quadratic in it, so I expect cross terms such as $\langle00|v_A\mathcal RW|00\rangle$. To which part do they belong?

**A:** They vanish, and the conditions on the means are the reason. Let $P_A$ project on the ground state of A and $Q_A=1-P_A$ on its excited states, with $P_B$ and $Q_B$ defined likewise. Consider where each piece sends $|00\rangle$:

- $v_A|00\rangle$ leaves B in its ground state. It has no component with A in the ground state, because $\langle0|v_A|0\rangle=0$. It lies in the range of $Q_AP_B$.
- $v_B|00\rangle$ lies in the range of $P_AQ_B$ for the same reason.
- $W|00\rangle$ satisfies $P_BW|00\rangle=\big(M_B(W)|0\rangle\big)|0\rangle=0$, and likewise $P_AW|00\rangle=0$. It lies in the range of $Q_AQ_B$.

These three ranges are mutually orthogonal. The resolvent $\mathcal R$ is a function of $H_A+H_B$, which commutes with all the projectors, so it keeps a vector inside its range. Each cross term is thus a scalar product of vectors from orthogonal ranges and equals zero. The number $c$ drops out because $\mathcal R|00\rangle=0$. What remains is

$$E_2[V]=E_2[v_A]+E_2[v_B]+E_2[W].$$

The pieces can be written with matrix elements of $V$ itself. If A is excited and B is not, $c$, $v_B$ and $W$ do not contribute to $\langle a0|V|00\rangle$. If both are excited, only $W$ contributes, since $v_A$ and $v_B$ each change one system. So

$$E_{\rm ind}^A=-\sum_{a\ne0}\frac{|\langle a0|V|00\rangle|^2}{\omega_a},\qquad E_{\rm ind}^B=-\sum_{b\ne0}\frac{|\langle0b|V|00\rangle|^2}{\omega_b},$$

$$E_{\rm disp}=-\sum_{a\ne0}\sum_{b\ne0}\frac{|\langle ab|V|00\rangle|^2}{\omega_a+\omega_b}.$$

Each of the three is a sum of terms that are zero or negative. The positive-plus-negative cut you feared does not occur with this criterion.

**Q:** Your derivation uses the sum over states at the end. I would trust the additivity more if it were seen in energies that know nothing of that sum.

**A:** The numerical check takes a random complex Hermitian coupling between a four-state and a five-state system. It obtains each second-order energy from eigenvalues of the coupled Hamiltonian at several small strengths. In the units of that model, the whole coupling gives $-0.111244$. The pieces $v_A$, $v_B$ and $W$, each switched on alone, give $-0.005463$, $-0.038194$ and $-0.067587$. Their sum is

$$-0.005463-0.038194-0.067587=-0.111244 .$$

**Q:** Then additivity could serve as the definition. If the energies of the pieces add up, the split is the right one, and the talk of mean fields is unnecessary.

**A:** Additivity is too weak for that. Move a multiple $s\,v_A$ out of $W$ and into the one-body part, so that the pieces become $(1+s)v_A$, $v_B$ and $W-s\,v_A$. Since $E_2$ is quadratic and the cross terms vanish, the sum of the new energies differs from $E_2[V]$ by

$$\big[(1+s)^2+s^2-1\big]E_2[v_A]=2s(1+s)\,E_2[v_A].$$

For $s=\tfrac12$ this is $1.5\times(-0.005463)=-0.0082$ in the model, and the eigenvalues show this same excess. So additivity does reject that cut. But the excess also vanishes at $s=-1$, where all of $v_A$ has been put into $W$. That cut is additive too, and the program confirms it to within its numerical noise. What disqualifies it is that the new "dispersion" operator $W+v_A$ exerts a mean field on A.

**Q:** So the operator split is unique. Someone could still accept your operators and assign the energy differently, for example by counting a tenth of $E_2[W]$ as induction.

**A:** Then induction would depend on $W$, which contains no mean field. Let us exclude that and see what freedom is left. Suppose that for every coupling with a finite second-order energy

$$E_2[V]=F_A(v_A)+F_B(v_B)+G(W),$$

where each function vanishes when its argument does. The coupling $V=v_A$ is itself allowed, with $v_B=W=0$. For it the equation reads $E_2[v_A]=F_A(v_A)$. In the same way $F_B(v_B)=E_2[v_B]$ and $G(W)=E_2[W]$. No freedom is left. This is the precise sense in which the second-order energy splits uniquely: each share depends on its own piece of the coupling and vanishes with it.

**Q:** Excited levels are often degenerate. The states $|a\rangle$ within such a level can be mixed at will. Does that not shift energy between the parts?

**A:** No. The parts are selected by $P_A$, $Q_A$, $P_B$ and $Q_B$, which refer to the ground states alone. Mixing states inside an excited level changes individual terms of a sum but neither the projectors nor $\mathcal R$. In the second half the dispersion energy is also computed without any excited eigenstates.

A degenerate ground state is another matter. If A had a second state at the same energy, the sum could contain a term with A in that state, B in its ground state and a zero denominator. The coupling must then first be diagonalized within the degenerate level, and the result above does not apply as it stands.

**Q:** You keep stressing the ground state. Suppose that A is excited and B is not. Surely fluctuating charges still attract each other?

**A:** They need not. Take two-level systems with gaps of 0.4 hartree for A and 0.3 hartree for B, and a coupling that flips both at once with matrix element $0.001$ hartree. With both in the ground state, the state reached lies $0.4+0.3=0.7$ hartree higher, and

$$E_2=-\frac{(0.001)^2}{0.7}\ \text{hartree}=-1.43\ \text{microhartree}.$$

With A excited, the coupling hands the excitation to B. The state reached lies $0.4-0.3=0.1$ hartree lower, so the denominator changes sign:

$$E_2=+\frac{(0.001)^2}{0.1}\ \text{hartree}=+10\ \text{microhartree}.$$

Exact eigenvalues of the four-state problem give the same values. The coupling has no mean field in either case, so both energies are of the dispersion type. With the gaps exchanged, 0.3 hartree for A and 0.4 hartree for B, the state reached from the excited A lies $0.1$ hartree higher and the energy is $-10$ microhartree. Positive denominators, and with them the sign, are guaranteed when both systems are in the ground state; with an excited partner the sign depends on the gaps.

**Q:** And if the two electron clouds overlap?

**A:** Then the electrons cannot be assigned to A or B. An antisymmetrized product is in general not an eigenstate of $H_A+H_B$, exchange terms appear, and the uniqueness proved here does not cover them. The result belongs to separated systems with a fixed assignment of particles.

## Second half: dipole coupling and orientation

**Q:** Before we turn to molecules, remind me what we may use.

**A:** For non-overlapping systems in non-degenerate ground states, the coupling has one decomposition $V=c+v_A+v_B+W$ in which $v_A$ and $v_B$ have zero ground-state mean and $W$ has zero average over either ground state. The second-order energy is $E_2[v_A]+E_2[v_B]+E_2[W]$: induction of A, induction of B, and dispersion. With excitation energies $\omega_a,\omega_b$ and lowest gaps $\Delta_A,\Delta_B$,

$$E_{\rm disp}=-\sum_{a\ne0}\sum_{b\ne0}\frac{|\langle ab|V|00\rangle|^2}{\omega_a+\omega_b}\le0 .$$

**Q:** That says "not positive". The claim was "negative in every orientation". Could the matrix elements not all vanish when the molecules are turned in some special way?

**A:** The formula permits it, so strict negativity needs a further argument about the coupling. Let us take the leading coupling of two neutral molecules with clamped nuclei, in atomic units. A charge $q_i$ of A sits at $\mathbf r_i$ from the centre of A, and a charge $q_j$ of B at $\mathbf r_j$ from the centre of B. The centres are separated by $\mathbf R=R\,\mathbf n$. The Coulomb energy is the sum of $q_iq_j/|\mathbf R+\mathbf r_j-\mathbf r_i|$. Terms of its Taylor expansion that contain $\mathbf r_i$ alone, $\mathbf r_j$ alone or neither vanish in the sum, because the total charge of the other molecule is zero. The first survivor comes from the second-order term,

$$\tfrac12(\mathbf r_j-\mathbf r_i)_k(\mathbf r_j-\mathbf r_i)_l\,\partial_k\partial_l\frac1R ,$$

whose mixed part is $-r_{i,k}\,r_{j,l}\,\partial_k\partial_l(1/R)$. Since $\partial_k(1/R)=-R_k/R^3$, a second derivative gives $\partial_k\partial_l(1/R)=(3n_kn_l-\delta_{kl})/R^3$. Summing over the charges produces the dipole operators $\boldsymbol\mu_A$ and $\boldsymbol\mu_B$:

$$V=\boldsymbol\mu_A\cdot T\boldsymbol\mu_B,\qquad T_{kl}=\frac{\delta_{kl}-3n_kn_l}{R^3}.$$

Now write $\boldsymbol\mu=\mathbf d+\delta\boldsymbol\mu$, where $\mathbf d$ is the permanent dipole of the ground state. Then

$$V=\mathbf d_A\cdot T\mathbf d_B+\delta\boldsymbol\mu_A\cdot T\mathbf d_B+\mathbf d_A\cdot T\,\delta\boldsymbol\mu_B+\delta\boldsymbol\mu_A\cdot T\,\delta\boldsymbol\mu_B .$$

Since $\delta\boldsymbol\mu$ has zero mean, these four terms are $c$, $v_A$, $v_B$ and $W$. Dispersion comes from the product of the two fluctuations.

**Q:** And when does $W|00\rangle$ vanish?

For separated systems in non-degenerate ground states, the second-order energy splits uniquely into induction of A, induction of B and dispersion, none of them positive, and for dipole coupling dispersion comes from the product of the two dipole fluctuations. It remains to show whether dispersion can vanish in some orientation, to bound its strength, and to test the results on a pair of LiH molecules.
